**Extreme Stark state to circular state in one hydrogen level**

The program tests two ways of converting an extreme Stark state of level $n$ into a circular state, to first order in the fields: replacing an electric field $F$ by a perpendicular magnetic field $B$, and applying a rotating field $F_1$ that turns one pseudospin. The pseudospins are $(\mathbf L\pm\mathbf A)/2$, where $\mathbf L$ is the angular momentum and $\mathbf A$ is $n$ times the Runge–Lenz vector; the frequencies are $3nF/2$, $B/2$ and $3nF_1/2$. It asserts the operator identities symbolically at several points in space, and the pseudospin algebra and crossed-field spectrum for $n=5$ with position matrices from radial quadrature. It also asserts that propagation of all 25 states agrees with the closed formulas for a uniform field turn and for both senses of the rotating field. Further assertions cover the sudden switch, the loss bound for a linear cross-fade at several durations, and the failure of a linearly polarised drive to produce circular states. For $n=30$ and $F=2\times10^{-10}$ atomic units, the output gives a conversion of 0.987 for a uniform turn lasting 0.24 μs. For a rotating-field $\pi$ pulse of 0.17 μs it gives a guaranteed floor of 0.982 within the model. The printed scales of the neglected second-order terms are rough estimates and are not tested.

## Numerical check

```python
"""
Result under test: in one hydrogen manifold n, to first order in the fields,
the extreme Stark state becomes a circular state
 (a) when an electric field F (along z) is slowly replaced by a magnetic
     field B (along x), and
 (b) when a radio-frequency field F1 rotating about F turns one pseudospin.
Symbols (Hartree atomic units, electron charge -1):
 L angular momentum, e Runge-Lenz vector, A = n e, pseudospins (L +- A)/2,
 w_f = 3 n F / 2, w_l = B / 2, w_1 = 3 n F1 / 2, T duration.
Conversion probabilities tested:
 (a) uniform rotation of the field angle at rate a = pi/(2T), constant W0:
     [1 - a^2/(W0^2+a^2) sin^2(sqrt(W0^2+a^2) T/2)]^(2(n-1))
 (b) resonant pulse: [sin^2(w_1 T/2) (1-q)]^(n-1),
     q = w_1^2/V^2 sin^2(V T/2), V^2 = 4 w_f^2 + w_1^2.
The full-manifold tests use w_f of order 1: the truncated first-order model
depends only on ratios of frequencies and on frequency times time.
"""
import math
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.special import eval_genlaguerre
from scipy.constants import physical_constants

# ---------- operator identities, acting on g * exp(k.r) with arbitrary k ----
X = sp.symbols('x y z', real=True)
K = sp.symbols('k1 k2 k3')
R = sp.symbols('R', positive=True)


def mom(i, g):
    return sp.expand(-sp.I * (sp.diff(g, X[i]) + X[i] / R * sp.diff(g, R)
                              + K[i] * g))


def ang(i, g):
    j, k = (i + 1) % 3, (i + 2) % 3
    return sp.expand(X[j] * mom(k, g) - X[k] * mom(j, g))


def ham(g):
    return sp.expand(sum(mom(i, mom(i, g)) for i in range(3)) / 2 - g / R)


def ecc(i, g):
    j, k = (i + 1) % 3, (i + 2) % 3
    cross = (mom(j, ang(k, g)) - mom(k, ang(j, g))
             - ang(j, mom(k, g)) + ang(k, mom(j, g)))
    return sp.expand(cross / 2 - X[i] / R * g)


def gen(g):
    """z component of [r(r.p) + (p.r)r]/2 - (r^2 p + p r^2)."""
    z = X[2]
    first = sum(z * X[j] * mom(j, g) + mom(j, X[j] * z * g) for j in range(3))
    return sp.expand(first / 2 - R**2 * mom(2, g) - mom(2, R**2 * g))


def vanishes(expr):
    points = [(1, 2, 2, 3), (2, 3, 6, 7), (-4, 4, 7, 9), (-2, 6, -9, 11)]
    return all(sp.expand(expr.subs(dict(zip(X + (R,), pt)))) == 0
               for pt in points)


one = sp.Integer(1)
assert vanishes(ham(ecc(2, one)) - ecc(2, ham(one)))
assert vanishes(sum(ang(i, ecc(i, one)) for i in range(3)))
assert vanishes(ecc(0, ecc(1, one)) - ecc(1, ecc(0, one))
                + 2 * sp.I * ham(ang(2, one)))
assert vanishes(sp.I * (ham(gen(one)) - gen(ham(one))) - 3 * ecc(2, one)
                + 2 * (ham(X[2] * one) + X[2] * ham(one)))

# ---------- full manifold from radial quadrature ---------------------------
n_test = 5


def radial(n, l, r):
    rho = 2 * r / n
    norm = math.sqrt((2 / n)**3 * math.factorial(n - l - 1)
                     / (2 * n * math.factorial(n + l)))
    return (norm * math.exp(-rho / 2) * rho**l
            * eval_genlaguerre(n - l - 1, 2 * l + 1, rho))


def manifold(n):
    states = [(l, m) for l in range(n) for m in range(-l, l + 1)]
    index = {s: i for i, s in enumerate(states)}
    dim = len(states)
    z = np.zeros((dim, dim), complex)
    raising = np.zeros((dim, dim), complex)
    lz = np.diag([m for l, m in states]).astype(complex)
    rad = [quad(lambda r: r**3 * radial(n, l, r) * radial(n, l + 1, r),
                0, 200, limit=200)[0] for l in range(n - 1)]
    for (l, m), i in index.items():
        if l + 1 < n:
            k = index[(l + 1, m)]
            z[k, i] = z[i, k] = rad[l] * math.sqrt(
                ((l + 1)**2 - m * m) / ((2 * l + 1) * (2 * l + 3)))
        if m < l:
            raising[index[(l, m + 1)], i] = math.sqrt(l*(l+1) - m*(m+1))
    lx = (raising + raising.conj().T) / 2
    ly = (raising - raising.conj().T) / 2j
    x = -1j * (ly @ z - z @ ly)
    y = 1j * (lx @ z - z @ lx)
    return index, (x, y, z), (lx, ly, lz)


index, pos, lvec = manifold(n_test)
dim = n_test**2
avec = [-2 * q / (3 * n_test) for q in pos]
jp = [(l + a) / 2 for l, a in zip(lvec, avec)]
jm = [(l - a) / 2 for l, a in zip(lvec, avec)]
j_test = (n_test - 1) / 2
for spin in (jp, jm):
    assert np.allclose(spin[0] @ spin[1] - spin[1] @ spin[0],
                       1j * spin[2], atol=1e-7)
    assert np.allclose(sum(s @ s for s in spin),
                       j_test * (j_test + 1) * np.eye(dim), atol=1e-7)
for a in jp:
    for b in jm:
        assert np.allclose(a @ b, b @ a, atol=1e-7)

# crossed-field spectrum: k*sqrt(w_f^2+w_l^2), degeneracy n-|k|
unit_field = 2 / (3 * n_test)          # electric field that gives w_f = 1
levels = np.linalg.eigvalsh(0.8 * unit_field * pos[2] + 0.5 * lvec[0])
ladder = np.sort([k * math.hypot(0.8, 0.5)
                  for k in range(1 - n_test, n_test)
                  for _ in range(n_test - abs(k))])
assert np.allclose(levels, ladder, atol=1e-7)

stark_vals, stark_vecs = np.linalg.eigh(pos[2])
stark_low, stark_high = stark_vecs[:, 0], stark_vecs[:, -1]
assert abs(stark_vals[0] + 1.5 * n_test * (n_test - 1)) < 1e-6
assert abs(np.vdot(stark_low, jp[2] @ stark_low) - j_test) < 1e-7
assert abs(np.vdot(stark_low, jm[2] @ stark_low) + j_test) < 1e-7
lx_vecs = np.linalg.eigh(lvec[0])[1]
circ_x_low, circ_x_high = lx_vecs[:, 0], lx_vecs[:, -1]
l_squared = sum(l @ l for l in lvec)
assert abs(np.vdot(circ_x_low, l_squared @ circ_x_low)
           - n_test * (n_test - 1)) < 1e-7


def propagate(hamiltonian, psi, duration, steps):
    dt = duration / steps
    for s in range(steps):
        vals, vecs = np.linalg.eigh(hamiltonian((s + 0.5) * dt))
        psi = vecs @ (np.exp(-1j * vals * dt) * (vecs.conj().T @ psi))
    return psi


def prob(a, b):
    return abs(np.vdot(a, b))**2


def spin_loss(w0, duration):
    a = math.pi / (2 * duration)
    w = math.hypot(w0, a)
    return (a / w)**2 * math.sin(w * duration / 2)**2


def switch_prob(n, w0, duration):
    return (1 - spin_loss(w0, duration))**(2 * (n - 1))


def rf_prob(n, wf, w1, duration):
    v = math.hypot(2 * wf, w1)
    q = (w1 / v)**2 * math.sin(v * duration / 2)**2
    return (math.sin(w1 * duration / 2)**2 * (1 - q))**(n - 1)


# ---------- electric to magnetic switching ---------------------------------
t_switch = 9.0


def rotating_fields(t):
    angle = math.pi * t / (2 * t_switch)
    return (math.cos(angle) * unit_field * pos[2]
            + math.sin(angle) * lvec[0])


switch_full = prob(circ_x_low,
                   propagate(rotating_fields, stark_low, t_switch, 2000))
switch_high = prob(circ_x_high,
                   propagate(rotating_fields, stark_high, t_switch, 2000))
switch_formula = switch_prob(n_test, 1.0, t_switch)
# tolerance: second-order time stepping
assert abs(switch_full - switch_formula) < 2e-4
assert abs(switch_high - switch_formula) < 2e-4
sudden_full = prob(circ_x_low, stark_low)
assert abs(sudden_full - 2.0**(-2 * (n_test - 1))) < 1e-8

# linear cross-fade: one spin one-half, then the full manifold
SX = np.array([[0, 1], [1, 0]], complex) / 2
SZ = np.array([[1, 0], [0, -1]], complex) / 2


def fade_loss(phase, steps=3000):
    """Loss of one spin one-half; phase = initial frequency times duration."""
    down_z = np.array([0, 1], complex)
    down_x = np.array([1, -1], complex) / math.sqrt(2)
    psi = propagate(lambda t: (1 - t / phase) * SZ + t / phase * SX,
                    down_z, phase, steps)
    return 1 - prob(down_x, psi)


fade_const = 2 * math.sqrt(2) + 5 / 6
for phase in (5.0, 8.0, 13.0, 21.0, 40.0):
    assert fade_loss(phase, 1500) <= (fade_const / phase)**2
fade_full = prob(circ_x_low, propagate(
    lambda t: (1 - t / 8) * unit_field * pos[2] + t / 8 * lvec[0],
    stark_low, 8.0, 1500))
assert abs(fade_full - (1 - fade_loss(8.0))**(2 * (n_test - 1))) < 2e-4

# ---------- radio-frequency rotation ---------------------------------------
w1_test = 0.3
t_rf = 0.8 * math.pi / w1_test


def rf_field(sense, strength):
    def hamiltonian(t):
        return unit_field * (pos[2] + strength * (
            math.cos(t) * pos[0] + sense * math.sin(t) * pos[1]))
    return hamiltonian


rf_formula = rf_prob(n_test, 1.0, w1_test, t_rf)
rf_full = {}
for sense in (1, -1):
    final = propagate(rf_field(sense, w1_test), stark_low, t_rf, 2000)
    rf_full[sense] = abs(final[index[(n_test-1, sense*(n_test-1))]])**2
    assert abs(rf_full[sense] - rf_formula) < 5e-4   # time stepping

# linear polarisation = both senses at once: the opposite Stark state results
w1_lin = 0.1
final = propagate(rf_field(0, 2 * w1_lin), stark_low, math.pi / w1_lin, 3000)
linear_stark = prob(stark_high, final)
linear_circ = sum(abs(final[index[(n_test-1, s*(n_test-1))]])**2
                  for s in (1, -1))
assert linear_stark > 0.9 and linear_circ < 0.01

# ---------- worked example -------------------------------------------------
au_field = physical_constants['atomic unit of electric field'][0]
au_magn = physical_constants['atomic unit of mag. flux density'][0]
au_time = physical_constants['atomic unit of time'][0]
n, field = 30, 2e-10
wf = 1.5 * n * field
magn = 2 * wf
print("TEST MANIFOLD n =", n_test, "(frequencies in units of w_f)")
print(f"switching, w_f T = {t_switch}: full manifold {switch_full:.5f}")
print(f"switching: formula {switch_formula:.5f}")
print(f"sudden switch: full manifold {sudden_full:.6f}")
print(f"linear cross-fade, W0 T = 8: full manifold {fade_full:.5f}")
print(f"rf w_1 = {w1_test}, angle 0.8 pi: full, m=+4 {rf_full[1]:.5f}")
print(f"same, opposite rotation: full, m=-4 {rf_full[-1]:.5f}")
print(f"rf: formula {rf_formula:.5f}")
print(f"linear drive, w_1 = {w1_lin} per sense: "
      f"opposite Stark {linear_stark:.4f}")
print(f"linear drive: both circular states together {linear_circ:.2e}")
print("EXAMPLE n =", n)
print(f"electric field F = {field:.3e} au = {field*au_field/100:.4f} V/cm")
print(f"final magnetic field B = {magn:.3e} au = {magn*au_magn*1e3:.3f} mT")
print(f"w_f = {wf:.3e} au; w_f/2pi = {wf/(2*math.pi*au_time)/1e6:.2f} MHz")
print(f"initial Stark shift = {-(n-1)*wf:.4e} au")
print(f"final magnetic shift = {-(n-1)*magn/2:.4e} au")
for duration in (1e9, 1e10, 1e11):
    a = math.pi / (2 * duration)
    floor = (1 - a*a / (wf*wf + a*a))**(2 * (n - 1))
    print(f"uniform rotation T = {duration:.0e} au = "
          f"{duration*au_time*1e6:.4f} us")
    print(f"   a/W0 = {a/wf:.5f}, loss per spin-1/2 = "
          f"{spin_loss(wf, duration):.3e}")
    print(f"   conversion = {switch_prob(n, wf, duration):.5f}, "
          f"floor = {floor:.5f}")
fade_phase = wf * 1e10
loss = fade_loss(fade_phase, 6000)
fade_bound = (fade_const / fade_phase)**2
assert loss <= fade_bound
print(f"linear cross-fade T = 1e10 au: W0 T = {fade_phase:.1f}")
print(f"   constant 2 sqrt2 + 5/6 = {fade_const:.4f}")
print(f"   loss per spin-1/2 = {loss:.3e}, bound = {fade_bound:.3e}")
print(f"   conversion = {(1-loss)**(2*(n-1)):.5f}, "
      f"floor = {(1-fade_bound)**(2*(n-1)):.5f}")
print(f"sudden switch conversion = {2.0**(-2*(n-1)):.2e}")
f1 = field / 20
w1 = 1.5 * n * f1
t_pi = math.pi / w1
q_max = w1**2 / (4 * wf**2 + w1**2)
print(f"rf field F1 = {f1:.2e} au = {f1*au_field/100:.5f} V/cm")
print(f"w_1 = {w1:.3e} au; pi pulse T = {t_pi:.4e} au = "
      f"{t_pi*au_time*1e6:.4f} us")
print(f"largest flip of other spin-1/2 q_max = {q_max:.3e}")
print(f"rf conversion = {rf_prob(n, wf, w1, t_pi):.6f}, "
      f"floor = {(1-q_max)**(n-1):.5f}")
print(f"rf conversion, F1 2% too strong = "
      f"{rf_prob(n, wf, 1.02*w1, t_pi):.5f}")
print("ROUGH SCALES OF NEGLECTED TERMS")
print(f"n^6 F^2 / w_f = {n**6*field**2/wf:.4f}")
print(f"n^6 F^2 / w_1 = {n**6*field**2/w1:.4f}")
print(f"(n^4 B^2 / 8) / w_l = {n**4*magn**2/8/(magn/2):.4f}")
print("no test failed")
```

It prints:

```
TEST MANIFOLD n = 5 (frequencies in units of w_f)
switching, w_f T = 9.0: full manifold 0.79056
switching: formula 0.79056
sudden switch: full manifold 0.003906
linear cross-fade, W0 T = 8: full manifold 0.89057
rf w_1 = 0.3, angle 0.8 pi: full, m=+4 0.63102
same, opposite rotation: full, m=-4 0.63102
rf: formula 0.63102
linear drive, w_1 = 0.1 per sense: opposite Stark 0.9950
linear drive: both circular states together 3.12e-13
EXAMPLE n = 30
electric field F = 2.000e-10 au = 1.0284 V/cm
final magnetic field B = 1.800e-08 au = 4.231 mT
w_f = 9.000e-09 au; w_f/2pi = 59.22 MHz
initial Stark shift = -2.6100e-07 au
final magnetic shift = -2.6100e-07 au
uniform rotation T = 1e+09 au = 0.0242 us
   a/W0 = 0.17453, loss per spin-1/2 = 2.895e-02
   conversion = 0.18198, floor = 0.17545
uniform rotation T = 1e+10 au = 0.2419 us
   a/W0 = 0.01745, loss per spin-1/2 = 2.223e-04
   conversion = 0.98719, floor = 0.98249
uniform rotation T = 1e+11 au = 2.4189 us
   a/W0 = 0.00175, loss per spin-1/2 = 1.424e-06
   conversion = 0.99992, floor = 0.99982
linear cross-fade T = 1e10 au: W0 T = 90.0
   constant 2 sqrt2 + 5/6 = 3.6618
   loss per spin-1/2 = 1.071e-04, bound = 1.655e-03
   conversion = 0.99381, floor = 0.90838
sudden switch conversion = 3.47e-18
rf field F1 = 1.00e-11 au = 0.05142 V/cm
w_1 = 4.500e-10 au; pi pulse T = 6.9813e+09 au = 0.1689 us
largest flip of other spin-1/2 q_max = 6.246e-04
rf conversion = 0.999993, floor = 0.98204
rf conversion, F1 2% too strong = 0.97177
ROUGH SCALES OF NEGLECTED TERMS
n^6 F^2 / w_f = 0.0032
n^6 F^2 / w_1 = 0.0648
(n^4 B^2 / 8) / w_l = 0.0036
no test failed
```
